\section*{Why nematic order starts with a jump and vector order need not}

\section{The decision: stability limit or comparison of free energies}

Suppose that a mean-field calculation of an orientationally ordered fluid must deliver a transition temperature. One way is cheap: linearize about the isotropic state and find where it becomes unstable. The other needs the ordered solution at finite amplitude and a comparison of two free energies. The cheap way is right if order grows continuously from zero. If order appears with a jump, it returns the supercooling limit instead, which in the model below lies 9\% under the transition temperature. The same question arises when a free energy is fitted to rotational invariants of an order parameter: may the cubic one be dropped?

The answer depends on the degree $l$ of the order parameter. For a vector, $l=1$, there is no cubic invariant. For the nematic tensor, $l=2$, there is one, and in the model below its weight is set by the $3j$ symbol with zero projections, $(2\,2\,2;0\,0\,0)$. Below, the free energy is taken apart order by order, and each part is weighed at the transition.

\section{The free energy to be taken apart}

Let the molecules have axes $\mathbf u$, with $\mathbf u$ and $-\mathbf u$ equivalent, and let every pair among $N$ molecules interact with energy $-(J/N)P_2(\mathbf u\cdot\mathbf v)$, where $J>0$. This is the Maier--Saupe interaction with total coupling $J$ per molecule. Angle brackets $\langle\cdot\rangle$ denote the isotropic average over directions, and $t=kT/J$.

In mean field the molecules are independent, each with an orientational density $\rho$ normalized by $\langle\rho\rangle=1$. The order parameter is the symmetric traceless tensor
\begin{equation}
Q=\Big\langle \rho(\mathbf u)\,\tfrac12(3\mathbf u\mathbf u-1)\Big\rangle ,\qquad
\big\langle\rho(\mathbf u)P_2(\mathbf u\cdot\mathbf v)\big\rangle_{\mathbf u}=\mathbf v\cdot Q\mathbf v .
\end{equation}
The second relation follows from $P_2(\mathbf u\cdot\mathbf v)=\frac12[3(\mathbf u\cdot\mathbf v)^2-1]$ for unit vectors. Averaging it over $\mathbf v$ as well, with $\langle\rho\,\mathbf v\mathbf v\rangle=(2Q+1)/3$ and $\mathrm{Tr}\,Q=0$, gives the mean of $P_2$ for a pair,
\begin{equation}
\langle\rho\,\mathbf v\cdot Q\mathbf v\rangle=\tfrac23\mathrm{Tr}\,Q^2\equiv S^2 .
\end{equation}
There are $N/2$ pairs per molecule index at large $N$, that is, $N^2/2$ in all, so the energy per molecule is $-JS^2/2$. The free energy per molecule, relative to the isotropic phase, is
\begin{equation}
F[\rho]/J=-\tfrac12S^2+t\langle\rho\ln\rho\rangle .
\label{eq:F}
\end{equation}

To reduce this to a function of $Q$, take the density $\rho_Q=e^{\mathbf v\cdot Q\mathbf v/t}/Z$ with $Z=\langle e^{\mathbf v\cdot Q\mathbf v/t}\rangle$. The Gibbs inequality $\langle\rho\ln\rho\rangle\ge\langle\rho\ln\rho_Q\rangle=S^2/t-\ln Z$ then yields
\begin{equation}
F[\rho]/J\ \ge\ f(Q)=\tfrac12S^2-t\ln\big\langle e^{\mathbf v\cdot Q\mathbf v/t}\big\rangle ,
\label{eq:f}
\end{equation}
with equality when $\rho=\rho_Q$. Varying $f$ gives $\delta f=\frac23\mathrm{Tr}\,[\delta Q\,(Q-Q')]$, where $Q'$ is the order produced by $\rho_Q$. At a minimum of $f$ therefore $Q'=Q$, the equality holds, and $f$ and $F$ have the same lowest value.

In its principal axes $Q$ has the eigenvalues $S\cos\gamma$ and $S\cos(\gamma\pm120^\circ)$, with $S\ge0$ and $0\le\gamma\le60^\circ$. The case $\gamma=0$ is uniaxial and rod-like, $\gamma=60^\circ$ is uniaxial and disc-like, and anything between is biaxial. For $\gamma=0$ the exponent in \eqref{eq:f} is $mP_2(\cos\theta)$ with the reduced field $m=S/t$.

\section{The quadratic contribution}

Expand the logarithm in cumulants along the rod-like direction,
\begin{equation}
\ln\langle e^{mP_2}\rangle=\frac{\kappa_2}{2}m^2+\frac{\kappa_3}{6}m^3+\frac{\kappa_4}{24}m^4+\dots
\end{equation}
There is no linear term because $\langle P_2\rangle=0$. With $x=\cos\theta$ averaged uniformly over $[0,1]$,
\begin{align}
\langle P_2^2\rangle&=\tfrac14\big(\tfrac95-2+1\big)=\tfrac15,\\
\langle P_2^3\rangle&=\tfrac18\big(\tfrac{27}{7}-\tfrac{27}{5}+3-1\big)=\tfrac{2}{35},\\
\langle P_2^4\rangle&=\tfrac1{16}\big(9-\tfrac{108}{7}+\tfrac{54}{5}-4+1\big)=\tfrac{3}{35}.
\end{align}
Since the mean vanishes, $\kappa_2=\frac15$, $\kappa_3=\frac2{35}$ and $\kappa_4=\frac3{35}-\frac3{25}=-\frac6{175}$. Hence
\begin{equation}
\frac{f}{t}=\frac12\Big(t-\frac15\Big)m^2-\frac{m^3}{105}+\frac{m^4}{700}+\dots
\label{eq:landau}
\end{equation}
The quadratic term weighs the energy gained by alignment against the entropy lost. It changes sign at $t^*=\frac15$, below which the isotropic state is unstable. Being proportional to $\mathrm{Tr}\,Q^2$, it does not distinguish rod-like from disc-like order. Taken alone, it says when the isotropic state must end, but not whether it has already been overtaken.

\section{The cubic contribution}

\subsection{Which order parameters have one}

Let $a_m$ be the $2l+1$ components of an order parameter of degree $l$. The product of two such objects contains each degree from $0$ to $2l$ once, hence degree $l$ once, and a scalar is formed with the third factor only from that part. There is thus one trilinear scalar,
\begin{equation}
I_3=\sum_{m_1m_2m_3}\begin{pmatrix}l&l&l\\m_1&m_2&m_3\end{pmatrix}a_{m_1}a_{m_2}a_{m_3}.
\end{equation}
Exchanging two columns of the $3j$ symbol multiplies it by $(-1)^{3l}=(-1)^l$. The product of the three amplitudes does not change, so relabelling the sum gives $I_3=(-1)^lI_3$. For odd $l$ the invariant vanishes. For $l=1$ it is the triple product $\mathbf a\cdot(\mathbf a\times\mathbf a)=0$.

For $l=2$ it survives, and by uniqueness it is proportional to $\mathrm{Tr}\,Q^3$. Perfect alignment along $z$ fixes the factor: there $a_0=1$, the other components vanish and $Q=\mathrm{diag}(-\frac12,-\frac12,1)$, so that $I_3=(2\,2\,2;0\,0\,0)$ while $\mathrm{Tr}\,Q^3=\frac34$. In general
\begin{equation}
I_3=\tfrac43\,(2\,2\,2;0\,0\,0)\,\mathrm{Tr}\,Q^3=-0.3187\,\mathrm{Tr}\,Q^3 .
\end{equation}

The geometrical reason is simple. A half-turn about a perpendicular axis carries a vector into its negative, so a rotation-invariant free energy is even in its length. No rotation carries $\mathrm{diag}(-\frac12,-\frac12,1)$ into its negative: the first describes axes gathered along $z$, the second axes spread in the $xy$ plane. These are different states, and nothing obliges them to have equal free energies.

\subsection{Why the zero-projection symbol sets its size}

The model's cubic coefficient is $\kappa_3=\langle P_2^3\rangle$. To connect it with the $3j$ symbol, let three degree-$l$ objects be rotated together and average the product of their rotation matrices $D$ over all rotations. The average is the orthogonal projector onto the invariant states in the triple product space. There is one such state, and its normalized components are the $3j$ symbols, so
\begin{equation}
\overline{D_{m_1n_1}D_{m_2n_2}D_{m_3n_3}}=
\begin{pmatrix}l&l&l\\m_1&m_2&m_3\end{pmatrix}
\begin{pmatrix}l&l&l\\n_1&n_2&n_3\end{pmatrix}.
\end{equation}
Setting all projections to zero and using $D_{00}=P_l(\cos\theta)$ gives
\begin{equation}
\langle P_l^3\rangle=(l\,l\,l;0\,0\,0)^2 .
\end{equation}
For $l=2$ this is $\frac2{35}$. The symbol itself is $-\sqrt{2/35}=-0.239$ in the usual phase convention. Its sign has no physical effect here, because its square enters.

For biaxial order, $\mathrm{Tr}\,Q^3=\frac34S^3\cos3\gamma$, from $\cos^3\alpha=\frac14(3\cos\alpha+\cos3\alpha)$ summed over the three eigenvalues. The cubic term in \eqref{eq:landau} therefore becomes $-m^3\cos3\gamma/105$. It favours rod-like order, $\gamma=0$, and penalizes disc-like order equally.

\subsection{Why it forces a jump}

The argument needs no truncation of the series. At $t=t^*$ the quadratic term is zero, and for small rod-like order the cubic term makes $f$ negative. At $S=0.05$ the full expression gives $f=-2.9\times10^{-5}$. The isotropic state, with $f=0$, is then already not the lowest one.

At fixed $Q\ne0$, $f$ rises with temperature, because
\begin{equation}
\frac{\partial f}{\partial t}=-\ln Z+\frac1t\langle\rho_Q\,\mathbf v\cdot Q\mathbf v\rangle=\langle\rho_Q\ln\rho_Q\rangle>0 .
\label{eq:dfdt}
\end{equation}
For $t>1$ the isotropic state does win: along a ray of fixed $\gamma$ the second derivative of $f$ with respect to $S$ is $1-\mathrm{Var}/t$, where the variance of a quantity between $-1$ and $1$ is at most 1. So there is one temperature $t_c$ at which the minimum of $f$ first drops below zero on cooling. Since the minimum is strictly negative at $t^*$ and varies continuously, $t_c>t^*$.

At $t_c$ the curvature at the origin, $1-t^*/t_c$, is positive. Hence a finite neighbourhood of the origin has $f>0$ apart from the origin itself, also slightly below $t_c$. States with $f<0$ must lie outside that neighbourhood, and the order parameter jumps. A cubic coefficient of the other sign would lead to the same conclusion with disc-like order.

\section{The quartic and higher contributions}

The cubic term decides that there is a jump; the higher terms decide how far it goes. For a traceless $3\times3$ tensor all invariant polynomials are built from $\mathrm{Tr}\,Q^2$ and $\mathrm{Tr}\,Q^3$, so the quartic one is $(\mathrm{Tr}\,Q^2)^2$ and does not depend on $\gamma$. Its coefficient in \eqref{eq:landau} is positive and limits the order.

Stopping at fourth order, write $f/t=\frac a2m^2-\frac b3m^3+\frac c4m^4$ with $a=t-\frac15$, $b=\frac1{35}$ and $c=\frac1{175}$. At the transition $f=0$ and $f'=0$ hold at the same $m\neq0$:
\begin{align}
a-\tfrac23bm+\tfrac12cm^2&=0,\\
a-bm+cm^2&=0 .
\end{align}
Subtracting the second from the first gives $\frac13bm=\frac12cm^2$, hence
\begin{equation}
m=\frac{2b}{3c}=\frac{10}3,\qquad a=bm-cm^2=\frac{2b^2}{9c}=\frac2{63}.
\end{equation}
This means $t=0.2317$ and $S=tm=0.77$. The order of the transition is right, but the jump is 80\% above the full value found in the next section. A field of $10/3$ is not small, and the neglected terms matter. The size and sign of this error belong to the expansion of $f$. Away from self-consistent states $f$ is only a lower bound on $F$, so expanding the lowest $F$ at fixed $Q$ gives other coefficients and another truncation error, although the full transition is the same. The term-by-term balance below likewise refers to $f$.

The fifth cumulant, $\kappa_5=-0.0623$, shows how much the neglected terms of $f$ matter. Stationarity of $f$ along the rod-like direction is $S=\sigma(m)$ with
\begin{equation}
\sigma(m)=\frac{\langle P_2e^{mP_2}\rangle}{\langle e^{mP_2}\rangle}=\frac{d}{dm}\ln\langle e^{mP_2}\rangle .
\end{equation}
Then $S^2/(2t)=m\sigma/2$, and $f=0$ reads $m\sigma/2=\ln\langle e^{mP_2}\rangle$. The cumulant $\kappa_n$ contributes $\kappa_nm^n\big[\frac1{2(n-1)!}-\frac1{n!}\big]=\kappa_nm^n\frac{n-2}{2\,n!}$ to the difference of the two sides. Through fifth order, after division by $m^3$,
\begin{equation}
\frac{\kappa_3}{12}+\frac{\kappa_4}{24}m+\frac{\kappa_5}{80}m^2=0 .
\end{equation}
The positive root is $m=1.72$, with $t=0.219$ and $S=0.377$, now 12\% below the full value. The fifth-order term thus removes most of the error of the quartic. This refers to the rod-like minimum only. A polynomial ending at odd order is not bounded below, and this one turns negative for strong disc-like order, though only beyond $S=1.3$, well above the largest possible disc-like value $\frac12$.

\section{All contributions together}

\subsection{Solving for the transition}

The average is known in terms of Dawson's function $D(y)=e^{-y^2}\int_0^ye^{q^2}dq$. With $\alpha=3m/2$, the substitution $q=\sqrt\alpha\,x$ gives
\begin{equation}
\langle e^{mP_2}\rangle=e^{-m/2}\int_0^1e^{\alpha x^2}dx=\frac{e^{m}D(\sqrt\alpha)}{\sqrt\alpha}.
\end{equation}
Integrating $x\cdot xe^{\alpha x^2}$ by parts gives the mean of $x^2$ in the field as $1/[2\sqrt\alpha D(\sqrt\alpha)]-1/(2\alpha)$, and therefore
\begin{equation}
\sigma(m)=\frac{3}{4\sqrt\alpha\,D(\sqrt\alpha)}-\frac{3}{4\alpha}-\frac12 .
\end{equation}
The transition follows from one equation in one unknown, $m\sigma(m)/2=\ln\langle e^{mP_2}\rangle$. Its nonzero root is $m=1.9484$, where $\sigma=0.4290$. Both sides agree: $1.9484\times0.4290/2=0.418$, and the logarithm is $0.41796$. Thus
\begin{equation}
S=0.429,\qquad \frac{kT_c}{J}=\frac{0.4290}{1.9484}=0.2202 .
\end{equation}

This calculation assumed uniaxial order. A grid search over $S$ and $\gamma$ tests the assumption: at $0.999\,t_c$ the lowest state has $\gamma=0$ and $S=0.435$, and at $1.001\,t_c$ it is isotropic. The grid spacing in $S$ is $0.005$.

\subsection{The balance at the transition}

With $m=1.9484$ the terms of $f/t$ in \eqref{eq:landau} can be weighed directly:
\begin{center}
\begin{tabular}{lr}
quadratic, $\frac12(0.2202-0.2)m^2$ & $+0.038$\\
cubic, $-m^3/105$ & $-0.070$\\
quartic, $+m^4/700$ & $+0.021$\\
fifth, $-\kappa_5m^5/120$ & $+0.015$\\
sixth and higher, from the total of zero & $-0.003$
\end{tabular}
\end{center}
The cubic term is the largest, and among those listed through fifth order it alone favours order. The fifth-order term is about 70\% of the quartic one, which explains why the quartic truncation overshoots so far.

\subsection{Metastable states, barrier and latent heat}

Self-consistent states satisfy $t=\sigma(m)/m$, whose expansion is
\begin{equation}
t=\frac{\sigma(m)}m=\frac15+\frac m{35}-\frac{m^2}{175}+\dots
\label{eq:t}
\end{equation}
The initial rise is $\kappa_3/2$, the cubic term again. At such a state $f''=1-\sigma'(m)/t$ with respect to $S$, while
\begin{equation}
\frac{d}{dm}\frac{\sigma}{m}=\frac{\sigma'-t}{m}=-\frac{t}{m}f'' .
\end{equation}
For rod-like order, $m>0$, states on the rising part of the curve are therefore maxima of $f$ along $S$, and those on the falling part are minima. The curve's highest point, $t=0.2228$ at $S=0.324$, is the superheating limit of the nematic state. The isotropic state survives as a local minimum down to $t^*=0.2$, where the nematic branch has reached $S=0.615$. A calculation that follows the isotropic state to its instability thus finds $t^*/t_c=0.908$ of the true mean-field transition temperature, and an order parameter too large by 43\% relative to $0.429$.

At $t_c$ the two minima are separated by a barrier of $5.5\times10^{-4}J$ per molecule at $S=0.214$. Divided by $kT_c$ this is $0.0025$. The transition is first order but weakly so by this measure. The figure refers to uniform order throughout the sample and is not a nucleation barrier.

The entropy jump follows from \eqref{eq:dfdt}. For the self-consistent state the right side is $m\sigma-\ln Z$, and at the transition $\ln Z=m\sigma/2$. The loss of entropy on ordering is therefore
\begin{equation}
\frac{\Delta s}{k}=\frac{m\sigma}2=\frac{S^2}{2t_c}=\frac{0.4290^2}{2\times0.2202}=0.418
\end{equation}
per molecule, and the latent heat is $kT_c\times0.418=JS^2/2=0.092\,J$. Numerical differentiation of the nematic free energy gives the same entropy jump.

\section{Taking the cubic contribution away}

\subsection{A vector order parameter}

Replace $P_2$ by $P_1=\cos\theta$ in the pair energy, now for molecules whose two ends differ. The same variational argument gives
\begin{equation}
f=\tfrac12s^2-t\ln\frac{\sinh m}{m},\qquad m=\frac st,\qquad t=\frac1m\Big(\coth m-\frac1m\Big).
\end{equation}
Here $\kappa_2=\frac13$, $\kappa_3=0$ and $\kappa_4=\frac15-\frac13=-\frac2{15}$, so that $t=\frac13-\frac{m^2}{45}+\dots$, with no linear term. The partial-fraction form of the hyperbolic cotangent gives
\begin{equation}
t=\sum_{n=1}^\infty\frac{2}{m^2+n^2\pi^2},
\end{equation}
which falls steadily with $m$. Above $t=\frac13$ there is no ordered solution, and below it there is one, starting from zero. Near onset $m^2=45(\frac13-t)$ and $s\approx m/3$, so
\begin{equation}
s\approx\sqrt{5\big(\tfrac13-t\big)} .
\end{equation}
At $0.999$ of the onset temperature this gives $s=\sqrt{5\times0.000333}=0.041$, as does the full solution.

The missing cubic invariant permits this behaviour but does not ensure it. If another interaction made the quartic coefficient negative at the temperature where the quadratic one vanishes, $f$ would again be negative near the origin, and the argument for a jump would apply to a vector too.

\subsection{A tensor with the cubic term cancelled}

The vector model differs from the nematic in more than its cubic term. A sharper control keeps the tensor and removes the odd terms. Let half the molecules be rods with sign $\epsilon=+1$ and half discs with $\epsilon=-1$, evenly mixed and kept from separating, with pair energy $-(J/N)\epsilon\epsilon'P_2$. The order parameter is the mean of $\epsilon P_2$, and along the uniaxial direction
\begin{equation}
f=\tfrac12S^2-\tfrac t2\big[\ln\langle e^{mP_2}\rangle+\ln\langle e^{-mP_2}\rangle\big].
\end{equation}
The odd terms cancel and the even ones keep their former values, so $t=\frac15-\frac{m^2}{175}+\dots$ The self-consistency curves of the three models, the two tensor models taken along the uniaxial direction, are:
\begin{center}
\begin{tabular}{cccc}
$m$ & nematic $t$ & vector $t$ & mixture $t$\\
\hline
0.1 & 0.2028 & 0.3331 & 0.1999\\
1.0 & 0.2205 & 0.3130 & 0.1943\\
1.5 & 0.2228 & 0.2921 & 0.1875\\
2.0 & 0.2196 & 0.2687 & 0.1785\\
4.0 & 0.1779 & 0.1877 & 0.1359
\end{tabular}
\end{center}
Only the nematic column rises first. The mixture orders continuously at the old stability limit $t^*=\frac15$, with $S\approx m/5=\sqrt{7(\frac15-t)}$. At $0.999\,t^*$ this is $\sqrt{7\times0.0002}=0.037$, in agreement with the full uniaxial solution. A search including biaxial states finds no order at $1.0005\,t^*$ and $S=0.035$ at $0.999\,t^*$, which agrees within the grid spacing. Since the quartic term is independent of $\gamma$, it cannot decide whether the mixture's weak order is uniaxial or biaxial. The first term that can is $(\mathrm{Tr}\,Q^3)^2$ at sixth order, and it favours biaxial order with $\gamma=30^\circ$. The uniaxial states in the mixture column are therefore saddle points and not the equilibrium: at $t=0.1785$ the uniaxial state has $S=0.357$, while the biaxial minimum has $S=0.376$ and a lower free energy. The continuous onset at $t^*$ and the leading growth of $S$ are the same for both.

The mixture also shows what the $3j$ symbol does not settle. The invariant $\mathrm{Tr}\,Q^3$ exists for it as well, but the exchange of rods and discs sends $Q$ to $-Q$ and forces the coefficient to vanish. A nonzero $(2\,2\,2;0\,0\,0)$ makes a cubic term possible; the model must still give it a nonzero coefficient.

\section{Where the argument stops}

The conclusion concerns a mean-field free energy that is analytic in the order parameter. Fluctuations are left out, and where they are strong the presence of a cubic invariant does not by itself establish a jump. The value $0.429$ belongs more narrowly to the Maier--Saupe interaction: another dependence on angle, or a coupling to density, changes the higher terms and with them the size of the jump. The 9\% gap between $t^*$ and $t_c$ and the entropy jump of $0.418\,k$ are likewise numbers of this model. In typical thermotropic nematics the extrapolated stability limit lies within about a kelvin of the transition, well under 1\%, and the measured entropy jump is smaller.

Dimension matters too. If the molecular axes are confined to a plane, the traceless order tensor is $2\times2$ with eigenvalues $\pm q$, so $\mathrm{Tr}\,Q^3=q^3-q^3=0$. A quarter-turn now carries $Q$ into $-Q$, and the cubic route to a jump is closed.

For a fitted free energy of a three-dimensional nematic, the consequence is definite. A model built on $\mathrm{Tr}\,Q^2$ alone assigns rod-like and disc-like order of equal strength the same free energy. It omits the term that is largest in the Maier--Saupe balance at the transition, and $\mathrm{Tr}\,Q^3$ has to be among its inputs. The numerical output below gives the values used here to more digits.

\section*{Computed values}
\begin{verbatim}
Cubic invariants; all quantities dimensionless
l=1: invariants 0, (l l l;000) = 0.00000, <P_l^3> = 0.00000
l=2: invariants 1, (l l l;000) = -0.23905, <P_l^3> = 0.05714
l=3: invariants 0, (l l l;000) = 0.00000, <P_l^3> = 0.00000
l=4: invariants 1, (l l l;000) = 0.13410, <P_l^3> = 0.01798
factor of Tr Q^3 in the l=2 scalar = -0.31873
cumulants of P2: k2 = 0.20000, k3 = 0.05714
cumulants of P2: k4 = -0.03429, k5 = -0.06234
Maier-Saupe model (t = kT/J)
reduced field at transition m = 1.9484
order parameter jump S = 0.4290
transition temperature t = 0.22019
log of <exp(m P2)> at transition = 0.41796
supercooling limit t* = 0.20000, S there = 0.6148
superheating limit t = 0.22283, S there = 0.3236
ratio t*/t_transition = 0.9083
curvature of f at S=0, transition = 0.0917 J
f at S=0.05 and t* = -2.854e-05 J
barrier at transition = 5.489e-04 J at S = 0.214
entropy jump = 0.4180 k per molecule
entropy jump by differentiation = 0.4180 k per molecule
latent heat = 0.0920 J per molecule
Search over all l=2 order parameters
at 0.999 t_transition: S = 0.435, gamma = 0 deg
at 1.001 t_transition: S = 0.000
Truncated expansions
fourth order: m = 3.3333, t = 0.23175, S = 0.7725
fifth order: m = 1.7199, t = 0.21902, S = 0.3767
Temperature t = order/m: m, tensor, vector, mixture
0.1  0.20280  0.33311  0.19994
0.5  0.21254  0.32791  0.19857
1.0  0.22048  0.31304  0.19433
1.5  0.22281  0.29208  0.18748
2.0  0.21964  0.26866  0.17849
3.0  0.20169  0.22388  0.15714
4.0  0.17789  0.18767  0.13593
Order at 0.999 of the onset temperature
vector: onset t = 0.33333, order = 0.0408
rod-disc mixture: onset t = 0.20000, order = 0.0374
mixture, search with biaxial order = 0.035
\end{verbatim}
